# Dielectric Anomalies at Improper Ferroelectric Transitions in Mean-Field Landau Theory, part 2

Does coupling the polarization $P$ to nonpolar soft modes remove the Curie-Weiss divergence, and what anomaly remains? We use mean-field Landau theory for a single domain at clamped strain, in SI units with dimensionless mode amplitudes. $F$ is the free-energy density, $E$ the field, $\chi=\varepsilon_0^{-1}\,dP/dE$, $\chi_0=1/(\varepsilon_0\alpha)$, and $\tau$ the temperature below the transition. With $A=F_{PP}$, $\mathbf h=F_{P\mathbf q}$, charge $\mathbf v=-\mathbf h/A$ and stiffness $S=F_{\mathbf{qq}}-\mathbf h\mathbf h^T/A$,
$$\varepsilon_0\chi=\frac1A+\mathbf v^{T}S^{-1}\mathbf v .\tag{1}$$

**Pure powers.**
$$F=\tfrac a2Q^2+\tfrac b4Q^4+\tfrac c6Q^6+\tfrac\alpha2P^2-gPQ^n,\qquad a=a_0(T-T_0).$$
Eliminating $P$ gives $b_{\rm eff}=b-2g^2/\alpha$ for $n=2$ and $c_{\rm eff}=c-3g^2/\alpha$ for $n=3$. For $n=1$, $T_c=T_0+g^2/(\alpha a_0)$ and $C=\chi_0g^2/(\alpha a_0)$, with $\chi-\chi_0=C/(2\tau)$ below $T_c$. For $n=2$ the step is $2\chi_0g^2/(\alpha b_{\rm eff})$. Tricritical means $b_{\rm eff}=0$; for $n=2$ it gives $\chi-\chi_0=\chi_0(g^2/\alpha)/\sqrt{c\,a_0\tau}$.

**YMnO$_3$ form** (mode $K_3$, amplitude $Q$, phase $\Phi$).
$$F=\tfrac a2Q^2+\tfrac b4Q^4+\tfrac c6Q^6-gPQ^3\cos3\Phi+\tfrac12(\alpha+g'Q^2)P^2 .$$
An anisotropy $\tfrac{c'}6Q^6\cos6\Phi$ is allowed, but zero unless stated. At $\Phi=0$,
$$a+bQ^2+cQ^4-3gQP+g'P^2=0,\qquad h=-3gQ^2+2g'QP,$$
$$S=a+3bQ^2+5cQ^4-6gQP+g'P^2-h^2/A .$$
$$\frac{d\chi}{d\tau}\Big|_{\tau\to0^+}=\frac{\chi_0}{\alpha}\Big(\frac{9g^2}{2b}-g'\Big)\frac{a_0}{b}.\tag{3}$$

**Ca$_3$Mn$_2$O$_7$ form** ($q_1,q_2$: one-arm amplitudes of octahedral rotation $R_1$ and tilt $T_1$; elsewhere $T_1$ is a temperature).
$$F=\sum_{i}\Big(\tfrac{a_i}2q_i^2+\tfrac{b_i}4q_i^4\Big)+\tfrac{c_{12}}2q_1^2q_2^2+\tfrac\alpha2P^2-\gamma q_1q_2P ,$$
with $a_1=a_0(T-T_1)$, $a_2=a_0(T-T_b)$, $c_e=c_{12}-\gamma^2/\alpha$, $D=b_1b_2-c_e^2$. In the polar phase,
$$\chi-\chi_0=\chi_0\frac{\gamma^2}{\alpha}\,\frac{b_1q_1^4-2c_eq_1^2q_2^2+b_2q_2^4}{2D\,q_1^2q_2^2}.\tag{4}$$
If $T_b<T_1$, mode 1 condenses first, with $q_1^2=a_0(T_1-T)/b_1$ and
$$\chi-\chi_0=\chi_0\frac{\gamma^2}{\alpha}\,\frac{q_1^2}{a_2+c_eq_1^2}.\tag{5}$$
At $T_2=(T_b-c_eT_1/b_1)/(1-c_e/b_1)$ mode 2 follows:
$$\chi-\chi_0\simeq\frac{C}{T-T_2},\qquad C=\chi_0\frac{\gamma^2}{\alpha}\,\frac{q_1^2(T_2)}{a_0(1-c_e/b_1)} .\tag{6}$$
For $c_e<-\sqrt{b_1b_2}$, terms $\tfrac d6(q_1^6+q_2^6)$ are added and both modes can jump together (avalanche), with $S_{ii}=2b_iq_i^2+4dq_i^4$, $S_{12}=2c_eq_1q_2$ and $\mathbf v=(\gamma/\alpha)(q_2,q_1)$.

### Numbers

The parameters are round model values, and the material names fix only the form of the coupling: $\chi_0=20$, hence $\alpha=5.6470\times10^9$ J m/C$^2$; $a_0=10^5$ J m$^{-3}$K$^{-1}$; $b=c=10^8$ J/m$^3$; $g=\gamma=3\times10^8$ V/m; $T_0=T_1=1000$ K. Then $g/\alpha=5.3125\ \mu$C/cm$^2$, $g^2/\alpha=1.5938\times10^7$ J/m$^3$, and the common prefactor is $\chi_0g^2/\alpha=3.188\times10^8$ J/m$^3$. The program obtains $\chi$ without (1), by solving for the minimum of $F-EP$ at $\pm E$ and differencing $P$. It asserts agreement with the closed formulas to a relative $10^{-12}$ and with the leading-order ones to a relative $10^{-3}$ at $\tau=0.01$ K.

For the pure powers the exponents measured between $\tau=0.1$ and $0.01$ K are $-1.000$, $0.000$ and $+1.000$ for $n=1,2,3$. For $n=1$, $T_c=1000+159.38$ K and $C=3.188\times10^8/10^5\approx3188$ K, so $\chi-\chi_0=C/0.02=1.59\times10^5$ at $\tau=0.01$ K. For $n=2$ the step is $2\times3.188/(1-0.3188)=9.36$. For $n=3$, $Q^2=10^{-5}$ at the same $\tau$ and $\chi-\chi_0=\tfrac92\times3.188\times10^{-5}=1.43\times10^{-4}$. At the tricritical points, $n=2$ with $b=3.188\times10^7$ J/m$^3$ gives $3.188\times10^8/\sqrt{10^{11}}=1008$ with exponent $-0.500$, and $n=3$ with $b=0$ gives $9\times3.188/[4(1-3\times0.15938)]=13.7$.

For the YMnO$_3$ form $9g^2/(2b)=4.05\times10^9$ J m/C$^2$. With $g'=2\times10^9$, (3) gives $(20/5.647)\times(4.05-2)\times10^{-3}=+7.26\times10^{-3}$ K$^{-1}$; with $g'=6\times10^9$ the bracket is $-1.95$ and the slope is $-6.91\times10^{-3}$ K$^{-1}$. The exponent of $P$ is 1.50 in both cases. The table below is for $g'=2\times10^9$. Its 0 K row is a formal end point of the model: with $a$ linear in $T$ the entropy difference $-a_0Q^2/2$ stays finite at 0 K, whereas in a real crystal quantum saturation flattens $a(T)$ at low temperature.

| $T$ (K) | $Q$ | $P$ ($\mu$C/cm$^2$) | $\chi$ |
|---|---|---|---|
| 990 | 0.0997 | 0.0053 | 20.07 |
| 900 | 0.3084 | 0.151 | 20.45 |
| 500 | 0.6347 | 1.19 | 19.97 |
| 0 | 0.8322 | 2.46 | 18.54 |

At 900 K, $Q^2=0.0951$ and $A=(5.647+0.190)\times10^9=5.837\times10^9$, so the first term of (1) is $20\times5.647/5.837=19.35$. With $P=1.507\times10^{-3}$ C/m$^2$, $h=(-8.560+0.186)\times10^7=-8.374\times10^7$ V/m, $h^2/A=0.120\times10^7$ J/m$^3$, and $S=(-1+2.853+0.452-0.084-0.120)\times10^7=2.10\times10^7$ J/m$^3$, the term $g'P^2$ being below this precision. The second term is $\chi_0\alpha(h/A)^2/S=1.129\times10^{11}\times(0.01435)^2/(2.10\times10^7)=1.11$, and the sum reproduces the tabulated 20.45 within rounding.

The susceptibility does not keep rising. On a 10 K grid its largest value is 20.54, near 810 K, which is 2.7% above $\chi_0$. The same split shows why: the first term falls to $20\times5.647/(5.647+2\times0.4028)=17.50$ at 500 K and to $16.06$ at 0 K, while the remainder is 2.47 and 2.48. Inserting $P=gQ^3/A$ into $h$ and subtracting the stationarity condition from $S$ gives the exact forms $v=(gQ^2/A)(3-2g'Q^2/A)$ and $S=2bQ^2+4cQ^4-3gQP-h^2/A$. From 500 K to 0 K, $Q^4$ grows by a factor 2.96, but the two $g'$-dependent factors hold $v$ to a rise from 0.0515 to 0.0770 C/m$^2$, a factor 2.23 in $v^2$. Over the same range $S$ rises from $1.22\times10^8$ to $2.70\times10^8$ J/m$^3$, a factor 2.2, against 1.72 for $2bQ^2$ alone. The ratio $v^2/S$ therefore barely changes; how nearly the two factors match depends on the chosen parameters. These parameters keep $g'Q^2/\alpha$ at or below 0.25. When $g'Q^2\gg\alpha$, the regime that first-principles expansions indicate for YMnO$_3$ at low temperature, $P\simeq gQ/g'$ is linear in $Q$ and $1/A\simeq1/(g'Q^2)$ lies far below $1/\alpha$, so the variation of $\chi$ can be much larger than in the table, which is not an estimate for the real crystal.

For the trilinear form, $b_1=10^8$, $b_2=2\times10^8$ and $c_{12}=3\times10^7$ J/m$^3$, so $c_e=1.4062\times10^7$ J/m$^3$ and $D=1.980$ in units of $10^{16}$ J$^2$/m$^6$. With $T_b=1000$ K, $q_1^2:q_2^2=1.859:0.859$ and (4) gives $3.188\times(3.457-0.449+1.477)/(2\times1.980\times1.598)=2.26$.

With $T_b=800$ K the kink at $T_1$ is $3.188/200=1.59\times10^{-2}$ K$^{-1}$. The second transition is at $T_2=(800-140.62)/0.85938=767.3$ K, where $q_1^2=0.2327$, and (6) gives $C=3188\times0.2327/0.8594=863$ K. The field-difference values are 863.2 K above and 431.6 K below.

| $T-T_2$ (K) | $P$ ($\mu$C/cm$^2$) | $\chi$ |
|---|---|---|
| $+10$ | 0 | 102.6 |
| $+1$ | 0 | 879.5 |
| $-1$ | 0.0535 | 453.1 |
| $-10$ | 0.172 | 64.7 |

The departures from the pure pole follow from the exact forms. At $+1$ K the numerator of (5) is smaller by one part in 232.7, and $20+863.2\,(1-1/232.7)=879.5$. At $-1$ K, inserting $q_1^2=q_1^2(T_2)+a_0(b_2-c_e)\tau/D$ into (4) adds the constant $3.188\,[1.859/(2\times1.980\times0.859)-0.1406/1.980]=1.5$, and $20+431.6+1.5=453.1$. With $x=T-T_2$, (5) reads $\chi-\chi_0=C\,(1/x-1/232.7\ \mathrm K)$, which exceeds the background $\chi_0$ for $x<863.2/(20+863.2/232.7)\approx36$ K. The Curie constant is small against the rough $10^5$ K of displacive proper ferroelectrics, but the divergence has the same form.

For the avalanche, $c_{12}=-2\times10^8$, $d=10^8$ J/m$^3$ and $T_b=900$ K give $c_e=-2.159\times10^8$ J/m$^3$, beyond $-\sqrt2\times10^8$. The transition occurs at 1051 K, above both bare instabilities, with jumps $q_1=0.7658$, $q_2=0.6741$ and $P=5.3125\times0.5162=2.74\ \mu$C/cm$^2$. In units of $10^8$ J/m$^3$, $S_{11}=1.173+1.376=2.549$, $S_{22}=1.818+0.826=2.644$ and $S_{12}=-2.229$, with smaller eigenvalue 0.366 and determinant 1.767, both from the unrounded entries (the rounded ones give 1.771 for the determinant). Then $\chi-\chi_0=3.188\times(2.644\times0.4544+2\times2.229\times0.5162+2.549\times0.5864)/1.767=9.02$, a step from 20.0 to 29.0.

### The two materials compared, and where the argument ends

For the YMnO$_3$ form one representation drives the transition, and symmetry fixes $n=3$: translations forbid $n=1$, and the mirror at $z=\tfrac14$ forbids $n=2$. For direct entry from the parent into a polar state, $\Phi=m\pi/3$, the absence of a divergence is therefore protected in mean field: $\chi$ is continuous at an ordinary continuous transition, with a kink unless the two terms in (3) happen to cancel, and it has a finite step even at a tricritical one. That step, $9\chi_0g^2/(4\alpha c_{\rm eff})$, grows without limit as $c_{\rm eff}\to0$, and at the doubly tuned point $b=c_{\rm eff}=0$ the protection ends: in the energy above with $g'>0$, eliminating $P$ leaves $g^2g'Q^8/(2\alpha^2)$ as the leading stabilizing term, so $Q^6\propto\tau$, $S\propto Q^6$, $v^2\propto Q^4$ and $\chi-\chi_0\simeq3/(8\varepsilon_0g'Q^2)\propto\tau^{-1/3}$. The restriction to polar states matters. If $c'/6>g^2/(4\alpha)$, the states just below $T_c$ are the nonpolar ones at $\Phi=\pi/6+m\pi/3$, where $F_{P\Phi}=\pm3gQ^3$ and the phase mode is charged. Its stiffness $(6c'-9g^2/\alpha)Q^6$ scales as the charge squared, so $\chi$ has a step $9\chi_0(g^2/\alpha)/(6c'-9g^2/\alpha)$, which grows without limit as $c'$ approaches the bound. For the trilinear form, non-divergence depends on the route. It holds for a first-order entry, and for a fine-tuned simultaneous onset with $D>0$ and $c_e$ below both $b_i$; it fails for two continuous transitions in sequence.

In Ca$_3$Mn$_2$O$_7$ itself the polar phase is observed to be entered from a nonpolar phase in which the two layers rotate in opposite senses ($X_1^-$), a mode absent from the energy above. Symmetry alone fixes the order of that transition. The mirror $z\to-z$ through the shared oxygens leaves $R_1$, $T_1$ and the in-plane $P$ unchanged, so it belongs to the polar group, but it swaps the layers and reverses the antiphase rotation on both arms. The polar group is thus a subgroup of no $X_1^-$ phase (the program confirms that it admits no such amplitude), a continuous transition is excluded, and $\chi$ jumps between the values that (1) gives at two separately stable minima. The avalanche numbers illustrate a finite step at a first-order entry and are not a model of that transition.

Fluctuations lie outside these results. For a local coupling $-gP\mathcal O$ with $\mathcal O=Q^3\cos3\Phi$ or $q_1q_2$ and $g'=0$, completing the square in $P$ leaves the energy density $-(E+g\mathcal O)^2/(2\alpha)$. Differentiating the free energy twice in $E$ gives $\varepsilon_0\chi=1/\alpha+(g/\alpha)^2(k_BT)^{-1}\!\int\! d^3r\,\langle\mathcal O(\mathbf r)\mathcal O(0)\rangle_c$. This term is in general nonzero above $T_c$. How it behaves at the transition depends on the critical correlations of $\mathcal O$, which are not computed here, so the absence of a divergence is established above only within mean-field theory. Free strain renormalizes the quartic coefficients and can move a transition toward the tricritical or first-order cases, domain-wall motion adds an extrinsic response in multidomain samples, and a temperature-dependent $\alpha$ tilts the background on which the kink of (3) has to be seen.

## Values computed for the example and the checks

```
P63/mmc invariants P*K3^n, n=1,2,3: [0, 0, 1] ; domains: 6
I4/mmm invariants P*R,P*T,P*R2,P*T2,P*R*T: [0, 0, 0, 0, 1] ; domains: 8
chi0 = 20; alpha = 5.6470e+09 J m/C^2; a0 = 1.0e+05 J/m^3/K
b = c = 1.0e+08 J/m^3; g = gamma = 3.0e+08 V/m; T0 = 1000 K
g/alpha = 5.3125 uC/cm^2; g^2/alpha = 1.5938e+07 J/m^3
power law -gPQ^n: exponents from tau = 0.1, 0.01 K
n=1: Tc = 1159.38 K; Curie constant above = 3187.5 K
n=1 b=1.000e+08 J/m^3: exponent -1.0000, chi-chi0 = 1.5937e+05
n=2 b=1.000e+08 J/m^3: exponent -0.0002, chi-chi0 = 9.3574
n=3 b=1.000e+08 J/m^3: exponent +0.9999, chi-chi0 = 0.00014344
n=2 b=3.188e+07 J/m^3: exponent -0.5000, chi-chi0 = 1008
n=3 b=0.000e+00 J/m^3: exponent +0.0000, chi-chi0 = 13.743
YMnO3 form: 9g^2/(2b) = 4.050e+09 J m/C^2
g' = 6.0e+09 J m/C^2: dchi/dtau = -6.9063e-03 /K; P exponent 1.4999
g' = 2.0e+09 J m/C^2: dchi/dtau = +7.2604e-03 /K; P exponent 1.5000
  T = 990 K: Q = 0.0997, P = 0.00525 uC/cm^2, chi = 20.0694
  T = 900 K: Q = 0.3084, P = 0.15071 uC/cm^2, chi = 20.4539
  T = 500 K: Q = 0.6347, P = 1.18860 uC/cm^2, chi = 19.9679
  T = 0 K: Q = 0.8322, P = 2.45846 uC/cm^2, chi = 18.5385
  minima at Phi = m*pi/3: 6; largest chi = 20.544 near 810 K
trilinear: b1 = 1.0e+08, b2 = 2.0e+08, c12 = 3.0e+07, c_eff = 1.4062e+07 J/m^3
together at 1000 K: step in chi = 2.2590; P exponent 1.0000
staggered: bare 1000 K and 800 K; T2 = 767.273 K; q1^2(T2) = 0.2327
  kink at T1: dchi/dtau = 1.5938e-02 /K
  Curie constant: formula 863.2 K; found above 863.2 K, below 431.6 K
  T = 900.000 K: P = 0.0000 uC/cm^2, chi = 22.795
  T = 777.273 K: P = 0.0000 uC/cm^2, chi = 102.612
  T = 768.273 K: P = 0.0000 uC/cm^2, chi = 879.499
  T = 766.273 K: P = 0.0535 uC/cm^2, chi = 453.122
  T = 757.273 K: P = 0.1722 uC/cm^2, chi = 64.704
  T = 500.000 K: P = 1.2583 uC/cm^2, chi = 23.516
avalanche: bare 1000 K and 900 K; c12 = -2.0e+08, sextic = 1.0e+08 J/m^3
  c_eff = -2.1594e+08 J/m^3; first-order T = 1050.967 K
  jumps: q1 = 0.7658, q2 = 0.6741, P = 2.7424 uC/cm^2
  chi above = 20.0000, below = 29.0158; softest S = 3.6612e+07 J/m^3
```
